# Lifshitz tails for bounded site energies: exponent, constant and logarithm

## 1. A chain cut by hard walls

Take a particle hopping on a chain whose sites are either clear, with probability $p$, or forbidden, with probability $q=1-p$, independently of each other, where $0<p<1$. Inside a run of clear sites

$$(H\psi)_i=J(2\psi_i-\psi_{i+1}-\psi_{i-1}),\qquad J=\frac{\hbar^2}{2ma^2},$$

where $a$ is the lattice spacing and $m$ the mass at the band bottom. A run of $l$ clear sites between two walls has the states $\psi_n=\sin\frac{k\pi n}{l+1}$, $k=1,\dots,l$, which vanish on both walls. Since $\psi_{n+1}+\psi_{n-1}=2\cos\frac{k\pi}{l+1}\,\psi_n$, their energies are $2J[1-\cos\frac{k\pi}{l+1}]$.

Write the energy as $E=2J(1-\cos\theta)$ with $0<\theta<\pi/2$. Level $k$ lies at or below $E$ when $k\pi/(l+1)\le\theta$, that is, when $l\ge\lceil k\pi/\theta\rceil-1$. There are $q$ walls per site, and the run after a wall has length at least $s$ with probability $p^s$. The mean number of states per site up to $E$ is therefore

$$N_\infty(E)=q\sum_{k\ge1}p^{\lceil k\pi/\theta\rceil-1}.\tag{1}$$

Because $x-1\le\lceil x\rceil-1<x$, the sum lies between its first term's lower estimate and a geometric series:

$$q\,p^{\pi/\theta}\le N_\infty\le\frac{q\,p^{\pi/\theta-1}}{1-p^{\pi/\theta}}.$$

For small $E$, $E/J=\theta^2-\theta^4/12+\dots$, so $1/\theta=\sqrt{J/E}\,[1+O(E/J)]$ and

$$-\ln N_\infty=\pi|\ln p|\sqrt{J/E}+O(1).$$

A state at low energy needs a long clear run. Its length is fixed by the kinetic energy, and its probability is exponential in that length. The proportionality is a leading-order statement: $N_\infty$ is a staircase, and its first term changes by a factor $p$ whenever $\pi/\theta$ passes an integer.

## 2. Walls of finite height

Now let the unfavourable sites have energy $W>0$ instead of being forbidden. The energy form is

$$\langle\psi|H|\psi\rangle=J\sum_i|\psi_{i+1}-\psi_i|^2+\sum_iV_i|\psi_i|^2,\qquad V_i\in\{0,W\}.$$

By the min-max principle, the number of levels up to $E$ is the largest dimension of a space on which this form is at most $E\langle\psi|\psi\rangle$. Requiring $\psi=0$ on all $W$ sites shrinks the available space and restores the hard walls, hence $N\ge N_\infty$.

For a bound from the other side, cut the chain at each $W$ site and give half of that site to each neighbouring segment: half of its potential and half of its norm. The segment forms and norms then add up to the full ones. If the two copies of a shared site may take different values, the space grows and the count cannot fall.

A segment has sites $0,\dots,l+1$, with $W$ sites at its ends. The equation at the left end is

$$J(\psi_0-\psi_1)+\tfrac W2\psi_0=\tfrac E2\psi_0
\quad\Rightarrow\quad
\frac{\psi_1}{\psi_0}=1+\frac{W}{2J}-(1-\cos\theta)=\cos\theta+\frac{W}{2J}.$$

Let $c=(l+1)/2$ be the centre. For an even state $\psi_n=\cos\theta(n-c)$,

$$\frac{\psi_1}{\psi_0}=\frac{\cos(\theta c-\theta)}{\cos\theta c}=\cos\theta+\sin\theta\tan\theta c .$$

Comparison gives $\tan\theta c=W/(2J\sin\theta)\equiv\tan\alpha$ with $0<\alpha<\pi/2$. For an odd state $\psi_n=\sin\theta(n-c)$ the ratio is $\cos\theta-\sin\theta\cot\theta c$, so $-\cot\theta c=\tan\alpha$ and $\theta c=\alpha+\pi/2$ up to multiples of $\pi$. Both families together obey

$$\theta(l+1)=2\alpha(\theta)+(k-1)\pi,\qquad k=1,2,\dots$$

The function $\theta(l+1)-2\alpha(\theta)$ starts from $-\pi$ at $\theta\to0$ and increases, because $\alpha$ decreases with $\theta$. Each $k$ is thus passed once, and counting segments as before gives

$$N\le q\sum_{k\ge1}p^{\lceil((k-1)\pi+2\alpha)/\theta\rceil-1}.\tag{2}$$

For small $\theta$, $2\alpha/\theta=\pi/\theta-4J/W+O(\theta^2)$. A finite wall shortens the required run by at most about $4J/W$ sites, a fixed number that changes $\ln N$ by $O(1)$. The two bounds together prove, for every fixed $W>0$,

$$\lim_{E\to0}\left[-\sqrt{E/J}\,\ln N(E)\right]=\pi|\ln p|\qquad(d=1).\tag{3}$$

For $p=0.5$ and $W=4J$ the limit is $2.178$. At $E/J=10^{-4}$ the bounds enclose the left side between $2.176$ and $2.184$. Long random chains test the bounds at higher energies. At $E/J=0.30$ the sampled $N=0.0165$ lies close to the lower bound, $0.0159$; at $0.15$ it agrees with the upper bound, $3.92\times10^{-3}$. At $0.05$ it is $(6.24\pm0.18)\times10^{-5}$, above the upper bound $6.10\times10^{-5}$ by less than one standard error.

## 3. More dimensions: what a clear region supplies

On the $d$-dimensional cubic lattice let

$$(H\psi)_i=J\sum_{j\ \text{next to}\ i}(\psi_i-\psi_j)+V_i\psi_i,$$

with the same independent two-valued $V_i$. The form is nonnegative, and arbitrarily large clear regions occur somewhere with probability one, so the spectrum starts at $E=0$.

Divide the lattice into cells of side $L+1$ sites, each containing a block of side $L$ and a one-site corridor. On a clear block put a product of sines that vanishes just outside it. Its energy is

$$2dJ\left[1-\cos\frac{\pi}{L+1}\right]\le\frac{dJ\pi^2}{(L+1)^2}.$$

Functions on different blocks are orthogonal, and no bond joins two blocks, so $H$ has no matrix elements between them. Every clear block thus adds one dimension to the min-max space. Choosing $L+1=\lceil\pi\sqrt{dJ/E}\,\rceil$ makes the energy at most $E$, and

$$N(E)\ge(L+1)^{-d}p^{L^d}.\tag{4}$$

Since $L\le\pi\sqrt{dJ/E}$, this gives

$$-\ln N\le|\ln p|\,(d\pi^2)^{d/2}(J/E)^{d/2}+d\ln(L+1).$$

The last term is only logarithmic. The factor $(J/E)^{d/2}$ is, up to a constant, the number of sites in a region wide enough to hold the wave.

A ball needs fewer sites than a cube. Let $\varphi$ be the lowest function in the unit ball with $-\Delta\varphi=j^2\varphi$ and $\varphi=0$ on the surface, where $j$ is the first positive zero of the Bessel function $J_{d/2-1}$. Sample it on a clear lattice ball, $\psi_i=\varphi(i/R)$. For large $R$ the sums become integrals:

$$\frac{J\sum_{\rm bonds}|\psi_i-\psi_j|^2}{\sum_i|\psi_i|^2}
\longrightarrow\frac{J}{R^2}\frac{\int|\nabla\varphi|^2}{\int\varphi^2}=\frac{Jj^2}{R^2}.$$

Bonds crossing the surface do not alter this limit: the gradient of $\varphi$ is bounded, and their share of all bonds vanishes as $1/R$. Taking $R$ slightly above $j\sqrt{J/E}$, and letting the excess vanish after $E\to0$, gives

$$-\ln N\le C_d(J/E)^{d/2}[1+o(1)],\qquad C_d=|\ln p|\,\omega_dj^d,\tag{5}$$

where $\omega_d$ is the volume of the unit ball. For $d=1$, $\omega_1=2$ and $j=\pi/2$ return the constant in (3). For $d=3$, $j=\pi$ and $\omega_3j^3=129.9$, against $161.1$ for the cube. An extrapolation of lattice-ball eigenvalues gives $130.5$, a difference of $0.5\%$ from the ball constant. The ball constant is known to be the sharp one for $d\ge2$ as well, but this is not proved here and the exponent does not depend on it.

## 4. Why there is no cheaper way

Bound (4) shows that clear regions are sufficient. It remains to exclude some more probable arrangement that reaches equally low energies.

Cut the lattice into cubes of $n=L^d$ sites and remove all bonds between them. Each removed bond contributed $J|\psi_i-\psi_j|^2\ge0$, so the form falls and the count cannot decrease. A cube has at most $n$ levels, and none at or below $E$ unless its lowest level $E_1$ is there. Hence

$$N(E)\le\frac1n\,n\,P(E_1\le E)=P(E_1\le E).$$

The kinetic part $K$ of a free cube has the eigenfunctions $\prod_\mu\cos[\pi m_\mu(n_\mu-\frac12)/L]$. The constant function has energy zero, and the next level is

$$g=2J\left(1-\cos\frac\pi L\right)=4J\sin^2\frac{\pi}{2L}\ge\frac{4J}{L^2},$$

because $\sin x\ge2x/\pi$ for $0\le x\le\pi/2$.

Lower the potential to $V'=\min(V,g/3)$ and call the first two levels of $K+V'$ $E_1'$ and $E_2'$. Then $E_1\ge E_1'$, and $E_2'\ge g$ because $V'\ge0$. No level lies strictly between $E_1'$ and $E_2'$, so $(K+V'-E_1')(K+V'-E_2')$ is a nonnegative operator. Take its mean in the normalized constant function. As $K$ annihilates that function, with $v=\langle V'\rangle$ the spatial mean,

$$\langle V'^2\rangle-(E_1'+E_2')v+E_1'E_2'\ge0.$$

Collecting $E_1'$ gives $E_1'(E_2'-v)\ge v(E_2'-v)-(\langle V'^2\rangle-v^2)$. Since $v\le g/3<E_2'$, division is allowed. Dropping the helpful $v^2$ and using $\langle V'^2\rangle\le(g/3)v$,

$$E_1'\ge v-\frac{\langle V'^2\rangle}{g-v}\ge v-\frac{(g/3)v}{2g/3}=\frac v2 .\tag{6}$$

This is Temple's inequality for the present case. In the diagonalized test blocks the ratio $E_1'/v$ lay between $0.96$ and $1.00$, well above the guaranteed $0.5$.

If $W\ge g/3$ and $f$ is the fraction of $W$ sites in the cube, then $v=fg/3$ and $E_1\ge gf/6$. Choose $L=\lfloor\sqrt{Jq/(3E)}\rfloor$. Whenever $f>q/2$,

$$E_1>\frac{gq}{12}\ge\frac{Jq}{3L^2}\ge E .$$

A state at or below $E$ therefore requires a cube with at most half the usual fraction of unfavourable sites. For any $t>0$ and $x=q/2$, Markov's inequality applied to $e^{-tnf}$ gives

$$P(f\le x)\le\left[e^{tx}(1-q+qe^{-t})\right]^n .$$

The minimum over $t$ is at $e^{-t}=x(1-q)/[q(1-x)]$, where the second factor equals $(1-q)/(1-x)$. Substitution yields

$$N\le e^{-L^dD},\qquad D=x\ln\frac xq+(1-x)\ln\frac{1-x}{1-q}>0.\tag{7}$$

Since $L^d\simeq(Jq/3E)^{d/2}$, bounds (4) and (7) together prove

$$c_1(J/E)^{d/2}\le-\ln N(E)\le c_2(J/E)^{d/2},\qquad E\to0,$$

with positive $c_1,c_2$. The constant from (7), $D\,(q/3)^{d/2}$, is far from sharp, for two reasons. It asks only for half-cleared regions, which replaces $|\ln p|$ by the smaller $D$, and Temple's bound forces cubes much smaller than the ball in (5), which replaces $\omega_dj^d$ by $(q/3)^{d/2}$. The second loss dominates in three dimensions: for $q=0.1$ the two factors are about $6$ and $2\times10^4$.

The condition $W\ge g/3$ sets a scale. With this $L$, $g\simeq\pi^2J/L^2\simeq3\pi^2E/q$, so the argument needs roughly $E\le qW/\pi^2$: the energy must lie well below the mean potential $qW$.

The two bracketings were also tested in random two-dimensional boxes. In the first, $7$ clear blocks, $65$ states and $100$ free-block states stand in the required order.

## 5. Continuous site energies bring a logarithm

So far the best site energy had a finite probability $p$. Boundedness alone does not ensure this. Suppose instead

$$P(V\le v)=(v/W)^\kappa,\qquad 0\le v\le W,\ \kappa>0 .$$

The uniform distribution has $\kappa=1$. No site has $V=0$ with nonzero probability, and a region can only be nearly clear. Give half of $E$ to the kinetic energy and allow $V\le E/2$ on each site. The argument of (4), with $L+1=\lceil\pi\sqrt{2dJ/E}\,\rceil$, gives

$$-\ln N\le\kappa L^d\ln\frac{2W}{E}+d\ln(L+1).$$

Conversely, let $f$ now be the fraction of sites with $V\ge g/3$. Then $v\ge fg/3$, and (6) again gives $E_1\ge gf/6$. For $L=\lfloor\sqrt{J/(3E)}\rfloor$, $f>1/2$ would imply $E_1>g/12\ge J/(3L^2)\ge E$. At least half the $n$ sites must therefore have $V<g/3$, each with probability $s=(g/3W)^\kappa$. There are at most $2^n$ choices of such a half, so

$$N\le2^ns^{n/2},\qquad
-\ln N\ge n\left[\frac\kappa2\ln\frac{3W}{g}-\ln2\right].$$

Here $g$ is of order $E$. Both bounds are of order $(J/E)^{d/2}\ln(W/E)$. Strict proportionality to $E^{-d/2}$ is lost, while the exponent survives in the double logarithm:

$$\lim_{E\to0}\frac{\ln(-\ln N)}{\ln E}=-\frac d2 .$$

A chain with $V$ uniform on $[0,W]$ and $W=J$ shows the difference. Eliminating sites one by one from $(H-E)/J$ gives the pivots

$$r_{i+1}=2+\frac{V_{i+1}-E}{J}-\frac1{r_i},$$

and the number of negative pivots equals the number of levels below $E$, by Sylvester's law of inertia. $N$ is thus the frequency of negative pivots. Let $T$ be the mean wait for one after a hard wall, where $1/r=0$. After a negative pivot $1/r<0$, which makes the next pivot larger and the wait no shorter. The extreme case $1/r=-\infty$ reproduces a hard wall one site later, so the wait grows by at most one. Hence $1/(T+1)\le N\le1/T$, and in the deep tail the two sides coincide for practical purposes.

At $E/J=0.16$ this gives $N=3.63\times10^{-6}$, and direct sampling gives $(3.7\pm0.4)\times10^{-6}$. As $E/J$ falls from $0.04$ through $0.01$ to $0.0025$, $-\sqrt{E/J}\ln N$ rises from $10.1$ through $15.2$ to $20.3$. Each reduction by a factor of four adds about the same amount, as a logarithm requires; for two-valued energies the same quantity tends to a constant.

The slope against $\ell=\ln(W/E)$ is about $3.7$, not $\pi$. A finer split of the energy shows that an upper bound on this quantity reaches its limiting slope only slowly. With $V\le\varepsilon E$ and kinetic energy $(1-\varepsilon)E$, the leading cost is at most

$$\pi(1-\varepsilon)^{-1/2}\left[\ell+\ln(1/\varepsilon)\right].$$

For large $\ell$ and $\varepsilon=2/\ell$ this is $\pi[\ell+\ln(\ell/2)+1+\dots]$, whose slope, about $\pi(1+1/\ell)$, approaches $\pi$ from above. At the energies computed here $\ell$ is at most $6$ and $\varepsilon$ at least a third, too large for the expansion to be quantitative. Moreover, the slope of a bound need not be the slope of $-\sqrt{E/J}\ln N$. The value $3.7$ is therefore a numerical finding for this range, not a derived constant.

## 6. Comparison with an Urbach edge

An Urbach edge has $N\propto e^{E/E_U}$ with a constant $E_U$. For two-valued energies, take the smooth leading form $-\ln N\approx S=C_d(J/E)^{d/2}$, ignoring the staircase. Then

$$\frac{d\ln N}{dE}=-\frac{dS}{dE}=\frac d2\frac SE,
\qquad
E_{\rm loc}=\left(\frac{d\ln N}{dE}\right)^{-1}=\frac{2E}{dS}\propto E^{1+d/2}.$$

The local tail energy shrinks towards the edge. On a logarithmic plot the Lifshitz tail bends down ever more steeply; a straight segment can be at most a tangent over a limited range.

Take the round parameters $d=3$, $m=0.3\,m_e$, $a=0.5$ nm and $p=0.9$. They give $J=0.508$ eV and $C_3=129.9\times|\ln0.9|=13.68$. At $E=100$ meV, $J/E=5.08$, so

$$S=13.68\times5.08^{3/2}=156.7,\qquad
E_{\rm loc}=\frac{2\times100\ \text{meV}}{3\times156.7}=0.43\ \text{meV}.$$

The continuum ball has radius $\pi a\sqrt{J/E}=3.54$ nm. The same formula gives $2.4$ meV at $200$ meV and $0.075$ meV at $50$ meV; each halving of $E$ divides it by $2^{5/2}\approx5.7$. These numbers belong to the leading form. Whether that form describes $N$ at such energies is a separate question, taken up below.

On the lattice an isolated clear ball costs somewhat less than $S$. At $100$ meV the smallest site-centred ball with a level below $E$ has $1309$ sites, and its cost is $1309\times|\ln0.9|=138$, which is $12\%$ below $S$. The wave vanishes on the first sites outside the ball, so the effective wall lies beyond the last clear site and fewer clear sites suffice. This is a surface correction: the same comparison gives $17\%$ at $200$ meV, with $437$ sites, and $8\%$ at $50$ meV, with $3887$ sites.

Including the cell volume, the proved bounds are $N\ge10^{-23.0}$ per site at $200$ meV and $N\ge10^{-63.3}$ at $100$ meV. With $a^3=1.25\times10^{-28}\ \text{m}^3$, the first is about $8\times10^4$ states per cubic metre. These are lower bounds, not values of $N$, and they can lie far below it. With only one unfavourable site in ten, a region need not be cleared to hold a low state, because the wave can bend around sparse obstacles. To first order in $q$, scattering from isolated $W$ sites raises the bottom of the ordinary band to

$$E_*\simeq\frac{qW}{1+G_0W/J},\qquad G_0=0.2527,$$

where $G_0/J$ is the diagonal Green function of the clear cubic lattice at $E=0$. This gives $E_*\approx67$ meV for $W=1$ eV, $100$ meV for $W=2$ eV and $201$ meV for forbidden sites. At $200$ meV the states therefore belong to the ordinary band for $W=1$ eV and $2$ eV, while for forbidden sites this energy lies at the estimated edge itself. At $100$ meV the answer depends on $W$: the energy is above the edge for $W=1$ eV, at the edge for $2$ eV, and at half the edge energy for forbidden sites. The leading form with the ball constant describes $N$ only for $E\ll E_*$, where the ball is much wider than the distance the wave leaks into its surroundings. The approach is slow. Treat the surroundings as a uniform barrier of height $E_*$, a rough continuum estimate. Matching at the surface of a spherical well gives $kR=\pi-\arctan\sqrt{E/(E_*-E)}$, with $k=\sqrt{E/J}$ and $R$ in lattice spacings, in place of $kR=\pi$. At $50$ meV the required volume is then about $58\%$, $42\%$ and $30\%$ of the hard-wall value for forbidden sites, $W=2$ eV and $W=1$ eV, and even at $E=E_*/10$ it is still about $28\%$ smaller. None of the three energies used above lies in the asymptotic regime, so $S$ and $E_{\rm loc}$ there illustrate the formula and are not values for this model. In three dimensions with few unfavourable sites, for which this estimate of $E_*$ holds, compare the energy with $E_*$ before using the leading form.

The ball cost rests on independent site energies. If instead whole cubes of $b^d$ sites share one value, a large clear region of $n$ sites needs only about $n/b^d$ independent choices. For a ball much wider than $b$ sites, the cost then falls by a factor of about $b^d$, while the power $-d/2$ in this bound is unchanged. For smaller balls the gain is less, because cubes cut by the surface must be clear as well. If the site energies are unbounded below, there is no edge from which to measure $E$, and the argument does not start. The remaining values are in the numerical output below.

## Calculated quantities

```
2D boxes: side 28 sites, p = 0.8, W/J = 4.0, E/J = 1.1716
  clear blocks 7 <= states 65 <= free-block states 100
  clear blocks 6 <= states 61 <= free-block states 91
  clear blocks 4 <= states 62 <= free-block states 92
  clear blocks 4 <= states 62 <= free-block states 91
Temple test, E1/<V'>: min 0.9598, max 0.9985 (bound 0.5)
d=2: ball constant 18.168, lattice fit 18.168, cube 19.739
d=3: ball constant 129.879, lattice fit 130.500, cube 161.113
1D chain: p = 0.5, W/J = 4.0
  E/J 0.30: lower 1.5877e-02, sampled N 1.6524e-02 +- 2.9e-05, upper 3.1746e-02
  E/J 0.15: lower 1.9608e-03, sampled N 3.9216e-03 +- 1.4e-05, upper 3.9216e-03
  E/J 0.08: lower 2.4426e-04, sampled N 4.8630e-04 +- 4.9e-06, upper 4.8852e-04
  E/J 0.05: lower 3.0519e-05, sampled N 6.2400e-05 +- 1.8e-06, upper 6.1039e-05
1D limit pi*|ln p| = 2.1776
  E/J 1e-02: -sqrt(E/J) ln N between 2.1488 and 2.2181
  E/J 1e-03: -sqrt(E/J) ln N between 2.1700 and 2.1919
  E/J 1e-04: -sqrt(E/J) ln N between 2.1765 and 2.1834
1D uniform V on [0,W], W/J = 1; N from the waiting time, N = 1/T
  E/J 0.16: sampled N 3.7000e-06 +- 4.3e-07, 1/(T+1) = 3.6324e-06
  E/J 0.1600: N 3.632e-06, -sqrt(E/J) ln N = 5.010
  E/J 0.0400: N 1.311e-22, -sqrt(E/J) ln N = 10.077
  E/J 0.0100: N 6.838e-67, -sqrt(E/J) ln N = 15.235
  E/J 0.0025: N 2.730e-177, -sqrt(E/J) ln N = 20.328
  slopes against ln(W/E): 3.655, 3.721, 3.674
3D example: m/m_e = 0.3, a = 0.5 nm, p = 0.9
  J = 0.5080 eV, ball constant times |ln p| = 13.684
  E = 50 meV: continuum ball radius 5.007 nm
    smallest lattice ball 3887 sites, its level 49.15 meV
    rigorous log10 N per site >= -181.76
    leading exponent S 443.15, local tail energy 0.0752 meV
  E = 100 meV: continuum ball radius 3.540 nm
    smallest lattice ball 1309 sites, its level 98.57 meV
    rigorous log10 N per site >= -63.33
    leading exponent S 156.68, local tail energy 0.4255 meV
  E = 200 meV: continuum ball radius 2.503 nm
    smallest lattice ball 437 sites, its level 194.90 meV
    rigorous log10 N per site >= -23.00
    leading exponent S 55.39, local tail energy 2.4070 meV
```
